# Self-consistent GW on Matsubara and imaginary-time grids, tested on H₂, part 2

Closed-shell GW is iterated to self-consistency on Matsubara and imaginary-time grids and tested on H₂. One pass from Hartree–Fock violates \(N\) at second order in \(\Sigma_c\).

Hartree atomic units; \(n\) real orthonormal orbitals; one-electron matrix \(h\); interaction \(v\): \((pq|rs)=\sum_QL^Q_{pq}L^Q_{rs}\). Green-function energies are measured from \(\mu\). Frequencies \(z_n\) are \(i\omega_n=i(2n+1)\pi/\beta\) (fermions) or \(i\nu_n=2\pi i n/\beta\) (bosons); \(f(z_n)=\int_0^\beta e^{z_n\tau}f(\tau)\,d\tau\). \(G(-\tau)=-G(\beta-\tau)\), \(\rho=G(0^-)\), \(N=2\,{\rm tr}\,\rho\).

The polarization \(P\) and \(W_c=(1-P)^{-1}-1\) are symmetric under \(\tau\to\beta-\tau\):
\[
P_{QR}(\tau)=2\,{\rm tr}[L^QG(\tau)L^RG(-\tau)]=-2\,{\rm tr}[L^QG(\tau)L^RG(\beta-\tau)]. \tag{2}
\]
For causal \(G=\sum_iu_iu_i^T/(z-\xi_i)\), with \(b^Q_{ij}=u_i^TL^Qu_j\), \(f_i=1/(e^{\beta\xi_i}+1)\),
\[
P_{QR}(i\nu)=-2\sum_{ij}b^Q_{ij}b^R_{ij}\,\frac{(f_i-f_j)(\xi_j-\xi_i)}{\nu^2+(\xi_j-\xi_i)^2}. \tag{3}
\]
\[
F=h+2\sum_QL^Q\,{\rm tr}(L^Q\rho)-\sum_QL^Q\rho L^Q,\qquad \Sigma_c(\tau)=-\sum_{QR}L^QG(\tau)L^R\,W_{c,QR}(\tau). \tag{4}
\]
\[
G(z)=[z-A-\Sigma_c(z)]^{-1},\qquad A=F-\mu. \tag{5}
\]
Two-orbital model (levels \(a_1<0<a_2\), \(\Delta=a_2-a_1\), \(K=(12|12)\)): \(\Sigma_{c,11}=V^2/(z-a_2-\eta)\), \(\Sigma_{c,22}=V^2/(z-a_1+\eta)\), \(\eta^2=\Delta^2+4K\Delta\), \(V^2=2K^2\Delta/\eta\). For \(\Sigma_c=V^2/(z-e)\) on level \(a\), the poles of \(G\) are eigenvalues of the upfolded \(H=\begin{pmatrix}a&V\\V&e\end{pmatrix}\).

Tails \(\Sigma_c\sim\sum_jS_j/z^j\), \(G\sim\sum_kM_k/z^k\):
\[
S_j=(-1)^j\big[\Sigma_c^{(j-1)}(0^+)+\Sigma_c^{(j-1)}(\beta^-)\big]. \tag{6}
\]
\[
P\sim\frac{p_2}{z^2}+\frac{p_4}{z^4},\qquad p_k=P^{(k-1)}(0)-P^{(k-1)}(\beta),\qquad W_c=P+P^2+\dots\sim\frac{p_2}{z^2}+\frac{p_4+p_2^2}{z^4}. \tag{7}
\]
\[
M_1=1,\qquad M_{k+1}=M_kA+\sum_{j=1}^{k-1}M_{k-j}S_j . \tag{8}
\]
With \(N_\omega\) positive frequencies,
\[
G(\tau)=\frac2\beta\,{\rm Re}\sum_{n=0}^{N_\omega-1}e^{-z_n\tau}\Big[G(z_n)-\sum_{k=1}^4\frac{M_k}{z_n^k}\Big]+\sum_{k=1}^4M_kT_k(\tau). \tag{9}
\]
\(T_1=-\tfrac12\), \(T_2=\frac{2\tau-\beta}4\), \(T_3=\frac{\tau(\beta-\tau)}4\), \(T_4=\frac{\tau^3}{12}-\frac{\beta\tau^2}8+\frac{\beta^3}{48}\). Bosons keep \(n=0\) whole and use, with \(y=\tau/\beta\), \(T_2^B=-\frac\beta2(y^2-y+\frac16)\), \(T_4^B=-\frac{\beta^3}{24}(y^4-2y^3+y^2-\frac1{30})\).

Density error from the first unsubtracted even order \(k\), \(\omega_c=2\pi N_\omega/\beta\):
\[
|\delta\rho|\approx\frac2\beta\,\frac\beta{2\pi}\int_{\omega_c}^\infty\frac{|M_k|}{\omega^k}\,d\omega=\frac{|M_k|}{\pi(k-1)\,\omega_c^{\,k-1}} . \tag{10}
\]
Slope at frozen \(F,\Sigma_c\):
\[
s_{\rm fr}=\frac{dN}{d\mu}\Big|_{\rm frozen}=-\frac2\beta\sum_n{\rm tr}\,G(z_n)^2=2\int_0^\beta{\rm tr}\,G(\tau)G(\beta-\tau)\,d\tau . \tag{11}
\]
With \(s_{\rm rel}\) the self-consistently relaxed slope, the error \(\delta_k=\mu_k-\mu^*\) at fixed \(N\) obeys
\[
\delta_{k+1}=\Big(1-\frac{s_{\rm rel}}{s_{\rm fr}}\Big)\delta_k . \tag{12}
\]
The \(\tau\) grid has \(N_\tau\) Gauss–Legendre nodes \(x_k=2\tau_k/\beta-1\), weights \(w_k\); Legendre coefficients of a pole at \(\xi\) fall as \(e^{-l^2/\beta\xi}\).
\[
\int_0^\beta e^{i\omega\tau}P_l\,d\tau=\beta\,e^{i\omega\beta/2}\,i^l\,j_l(\omega\beta/2). \tag{13}
\]

## What self-consistency guarantees

Define \({\rm Tr}\,X=(2/\beta)\sum_ne^{z_n0^+}{\rm tr}\,X(z_n)\), so that \({\rm Tr}\,G=2\,{\rm tr}\,G(0^-)=N\) and \({\rm Tr}\,\Sigma_cG=2\int_0^\beta{\rm tr}\,\Sigma_c(\tau)G(-\tau)d\tau\). Let \(\Phi=E_{Hx}+\Phi_c\) with
\[
E_{Hx}=2\sum_Q({\rm tr}L^Q\rho)^2-\sum_Q{\rm tr}L^Q\rho L^Q\rho,\qquad \Phi_c=\frac1{2\beta}\sum_\nu{\rm tr}\,[\ln(1-P)+P].
\]
The variation of the first is \(4\sum{\rm tr}L\rho\;{\rm tr}L\delta\rho-2\sum{\rm tr}L\rho L\delta\rho=2\,{\rm tr}[(F-h)\delta\rho]\), and \(E_{Hx}={\rm tr}[(F-h)\rho]\) by direct substitution. The variation of the second is
\[
\delta\Phi_c=\frac1{2\beta}\sum_\nu{\rm tr}\big[(1-(1-P)^{-1})\delta P\big]=-\frac12\int_0^\beta\sum_{QR}W_{c,QR}(\tau)\,\delta P_{QR}(\tau)\,d\tau,
\]
where the convolution rule and the symmetries of \(P\) were used. By (2), \(\delta P\) has two terms, which \(\tau\to\beta-\tau\) maps onto each other because \(W_c\) is symmetric under it. Hence \(\delta\Phi_c=-2\int\sum W_{c,QR}\,{\rm tr}[L^QG(\tau)L^R\delta G(-\tau)]d\tau={\rm Tr}\,\Sigma_c\delta G\) by (4). With \(\Sigma=F-h+\Sigma_c\), this reads \(\delta\Phi={\rm Tr}\,\Sigma[G]\,\delta G\).

The Luttinger–Ward grand potential, for independent \(G\) and \(\Sigma\) and with \(G_0^{-1}=z+\mu-h\), is
\[
\Omega[G,\Sigma]=\Phi[G]-{\rm Tr}\,\Sigma G-{\rm Tr}\ln(\Sigma-G_0^{-1}). \tag{14}
\]
Varying \(G\) gives \({\rm Tr}(\Sigma[G]-\Sigma)\delta G\). Varying \(\Sigma\) gives \({\rm Tr}[(G_0^{-1}-\Sigma)^{-1}-G]\delta\Sigma\). Both vanish exactly at the fixed point of (4) and (5). There the derivative of \(\Omega\) with respect to any parameter is the explicit one, and \((\Sigma-G_0^{-1})^{-1}=-G\). Since \(\partial_\mu(\Sigma-G_0^{-1})=-1\), and \(\partial_\lambda(\Sigma-G_0^{-1})=O\) for \(h\to h+\lambda O\),
\[
\frac{\partial\Omega}{\partial\mu}=-{\rm Tr}\,G=-N,\qquad\frac{\partial\Omega}{\partial\lambda}={\rm Tr}\,GO=2\,{\rm tr}\,\rho O. \tag{15}
\]

The energy needs a scaling argument. Replace \((h,\mu,v,\beta)\) by \((sh,s\mu,sv,\beta/s)\). Then \(z_n\to sz_n\), \(L\to\sqrt sL\), and the equations are solved by \(G(z_n)\to G/s\), \(\Sigma\to s\Sigma\). \(G(\tau)\) is unchanged as a function of \(\tau/\beta\), and \(P(i\nu_n)\) is unchanged because the factor \(s\) from \(LL\) cancels the \(1/s\) from \(d\tau\). Every term of \(\beta\Omega\) is invariant; the logarithm is in the explicit form (18) below. So if \(h,\mu,v\) are scaled by \(s\) at given \(\beta\), \(\beta\Omega\) depends only on \(s\beta\), and \(\partial(\beta\Omega)/\partial\beta=\partial\Omega/\partial s\) at \(s=1\). The explicit \(s\) derivative has three parts. The logarithm gives \({\rm Tr}\,G(h-\mu)\). \(E_{Hx}\) is linear in \(v\) and gives itself. In \(\Phi_c\), \(P\to sP\) at fixed \(G\), which gives \(-(1/2\beta)\sum_\nu{\rm tr}\,W_cP\), and inserting (2) and (4) as before turns this into \(\frac12{\rm Tr}\,\Sigma_cG\). Adding the nuclear repulsion,
\[
\frac{\partial(\beta\Omega)}{\partial\beta}\Big|_\mu+\mu N+E_{\rm nuc}=2\,{\rm tr}\,h\rho+E_{Hx}+\tfrac12{\rm Tr}\,\Sigma_cG+E_{\rm nuc}\equiv E_{GM}. \tag{16}
\]
The left side is the thermodynamic energy. The right side is the Galitskii–Migdal energy: the equation of motion of \(c_p(\tau)\) identifies \({\rm Tr}\,\Sigma G\) with \(\langle\sum_{p\sigma}c^\dagger_{p\sigma}[c_{p\sigma},\hat V]\rangle\), which is \(2\langle\hat V\rangle\) because \(\hat V\) contains two creation operators. Away from the fixed point the implicit derivatives survive and none of (15), (16) follows.

The integer plateau is a further consequence. At \(T=0\) the sum becomes an integral along the imaginary axis. From \(\partial_z\ln\det G^{-1}={\rm tr}\,G(1-\partial_z\Sigma_c)\),
\[
N=2\int\frac{d\omega}{2\pi}e^{i\omega0^+}\partial_z\ln\det G^{-1}+{\rm Tr}\,G\,\partial_z\Sigma_c .
\]
In pole form \(\det G^{-1}=\prod_i(z-\xi_i)/\prod_k(z-e_k)\), from the block determinant of the upfolded matrix. Each \(1/(z-\xi)\) integrates to the occupation \(\theta(-\xi)\), so the first term is twice an integer. For the second, multiply \(G(\tau)\) by \(e^{i\delta\tau}\), which shifts \(\omega\) by \(\delta\) and is allowed at \(T=0\), where frequencies are continuous. The product \(G(\tau)G(-\tau)\) and the value \(G(0^-)\) do not change, so \(\Phi\) does not change, and \(0=\delta\Phi=i\delta\,{\rm Tr}\,\Sigma\,\partial_zG\). The static part of \(\Sigma\) multiplies a total derivative and gives zero. The rest, integrated by parts, is \(-{\rm Tr}\,G\,\partial_z\Sigma_c\). This requires \(G\) and \(\Sigma_c\) to be regular at \(z=0\), and it fails if either has a pole at \(\mu\). It also requires that \(\Sigma_c\) be the derivative of \(\Phi\) at the same \(G\). In a one-shot calculation \(\Sigma_c[G_{\rm HF}]\) pairs with \(G_{\rm HF}\), not with the new \(G\), and a remainder of second order in \(\Sigma_c\) survives, as in the model worked out by hand.

To evaluate (14), factor \(\Sigma-G_0^{-1}=-(z-A)[1-X]\) with \(X=(z-A)^{-1}\Sigma_c\). The first factor is the independent-particle result \(-(2/\beta)\sum_i\ln(1+e^{-\beta a_i})\), with \(a_i\) the eigenvalues of \(A\); this defines the otherwise divergent sum, and its derivative \(2f(a_i)\) agrees with \({\rm Tr}(z-A)^{-1}\). For the second, \(\ln\det(1-X)=-{\rm tr}X-\frac12{\rm tr}X^2-\dots\) with \(X=(z^{-1}+Az^{-2}+A^2z^{-3}+\dots)(S_1z^{-1}+S_2z^{-2}+S_3z^{-3}+\dots)\). Frequencies \(\pm\omega_n\) give complex conjugates, so only \(\ln|\det|\) and even powers remain:
\[
c_2=-{\rm tr}\,S_1,\qquad c_4=-{\rm tr}\,\big(S_3+AS_2+A^2S_1+\tfrac12S_1^2\big). \tag{17}
\]
These are subtracted and restored with \(\beta^{-1}\sum_nz_n^{-2}=T_2(0)=-\beta/4\) and \(\beta^{-1}\sum_nz_n^{-4}=T_4(0)=\beta^3/48\). In \(\Phi_c\) the tail is \(-\frac12{\rm tr}P^2\to-\frac12{\rm tr}\,p_2^2/\nu^4\), restored with \(T_4^B(0)=\beta^3/720\). The slope (11) has the tail \({\rm tr}\,G^2\sim n/z^2+{\rm tr}(2M_3+M_2^2)/z^4\) in its even part. The working formula is
\[
\Omega=E_{Hx}[\rho]+\Phi_c-2\,{\rm tr}[(F-h)\rho]-{\rm Tr}\,\Sigma_cG-\frac2\beta\sum_i\ln(1+e^{-\beta a_i})-\frac2\beta\sum_n\ln\det(1-X). \tag{18}
\]
If \(F,\Sigma_c\) are the inputs of an iteration and \(G,\rho,P\) come from them through (5), the error of (18) is of second order in the residual, by stationarity.

## DIIS on the self-energy

One iteration is a map \(y\to g(y)\) on the vector \(y=(F,\ \sqrt{w_k/2}\,\Sigma_c(\tau_k))\). The weights make the squared Euclidean norm of the \(\Sigma_c\) part equal to the mean of \(|\Sigma_c(\tau)|^2\) over \(\tau\), so the densely packed end nodes are not overcounted. \(F\) and \(\Sigma_c(\tau)\) differ in dimension, and giving them equal weight in atomic units is a choice. With residuals \(r_i=g(y_i)-y_i\), DIIS minimizes \(|\sum c_ir_i|\) under \(\sum c_i=1\) and continues from \(\sum c_ig(y_i)\). Eliminating the last coefficient, \(c_m=1-\sum_{i<m}c_i\), gives an unconstrained least-squares problem:
\[
\min_c\Big|r_m+\sum_{i<m}c_i(r_i-r_m)\Big|,\qquad y_{m+1}=g(y_m)+\sum_{i<m}c_i\,[g(y_i)-g(y_m)].
\]
The columns are normalized before the solve, because they span many orders of magnitude near convergence.

For a linear map \(g(y)=My+c\), the constraint gives \(\sum c_ir_i=r(\bar y)\) and \(\sum c_ig(y_i)=g(\bar y)\) with \(\bar y=\sum c_iy_i\). If \(1-M\) is invertible and \(d+1\) iterates span the \(d\)-dimensional space affinely, the fixed point is among the \(\bar y\), the minimum is zero, and the next iterate is exact whatever the eigenvalues of \(M\). An isolated slow mode such as (12) costs roughly one extra history vector by this argument.

Mixing in \(\tau\) has a practical advantage: (6) and (13) are linear, so the tails and frequency values of the mixed \(\Sigma_c\) are automatically consistent, and the constraint preserves \(h\) inside \(F\). Negative \(c_i\) can make the mixed \(\Sigma_c\) non-causal far from convergence, in which case (11) need not be positive; the Newton step is guarded for that reason.

## The loop

1. From \(\Sigma_c(\tau_k)\), form \(\Sigma_c(i\omega_n)\) by (13) and \(S_1,S_2,S_3\) by (6).
2. If \(N\) is prescribed, solve \(N(\mu)=N_0\) at frozen \(F,\Sigma_c\) by Newton steps with (11). Each evaluation updates a bracket, the step length is capped, the slope has a positive floor, and a step leaving the bracket is replaced by bisection.
3. Invert (5), form \(M_k\) by (8), and obtain \(G(\tau_k)\) and \(\rho\) by (9).
4. Form \(P(\tau_k)\) by (2), then \(P(i\nu_n)\), \(p_2\), \(p_4\) and \(W_c(i\nu_n)\), and transform back with \(T_2^B,T_4^B\).
5. Form the new \(F\) and \(\Sigma_c(\tau_k)\) by (4). Stop if the residual norm is below tolerance; otherwise extrapolate by DIIS and repeat.
6. Evaluate (16) and (18).

## H₂ in the 6-31G basis

At \(R=1.4\) bohr there are 4 orbitals and 10 auxiliary functions. The Hartree–Fock levels are \(-0.595560\), \(0.238246\), \(0.775132\) and \(1.403293\) Ha, so the gap is \(0.833806\) Ha and the midgap potential is \(-0.178657\) Ha. The program and its output follow this text.

### The first pass against an exact answer

The hand calculation generalizes to an answer that needs no grid. With \(D_a=\varepsilon_a-\varepsilon_1\), \(B_{Qa}=2L^Q_{1a}\sqrt{D_a}\) and \(Y=(\nu^2+D^2)^{-1}\), (3) reads \(P=-BYB^T\) at \(T=0\). Summing the geometric series, \(W_c=-B(Y^{-1}+B^TB)^{-1}B^T\), where \(Y^{-1}+B^TB=\nu^2+D^{1/2}(D+4K)D^{1/2}\) and \(K_{ab}=(1a|1b)\). The last matrix is the Casida matrix, with eigenvalues \(\eta_s^2\) and eigenvectors \(Z_s\). Each mode acts as in the model, so \(\Sigma_c\) has poles at \(\varepsilon_1-\eta_s-\mu\) and \(\varepsilon_a+\eta_s-\mu\) with couplings \(V_{p,ms}=\sqrt2\sum_a(pm|1a)\sqrt{D_a/\eta_s}\,Z_{as}\). Also \(\det(1-P)=\prod_s(\nu^2+\eta_s^2)/\prod_a(\nu^2+D_a^2)\). The integral \(\int\frac{d\nu}{2\pi}\ln\frac{\nu^2+\eta^2}{\nu^2+D^2}\) has unit derivative in \(\eta\) and vanishes at \(\eta=D\), so it equals \(\eta-D\); and \(\int\frac{d\nu}{2\pi}{\rm tr}P=-2\,{\rm tr}K\). Thus \(\Phi_c[G_{\rm HF}]=\frac12(\sum\eta_s-\sum D_a-2\,{\rm tr}K)\).

The cold grid has \(\beta=50\ {\rm Ha}^{-1}\) (6316 K), 96 time points and 1200 frequencies up to 150.7 Ha. The excitation energies are \(0.960257\), \(1.574238\) and \(2.266257\) Ha, so no pole of \(\Sigma_c\) lies above \(1.403+2.266+0.179=3.848\) Ha, and the Legendre estimate at \(l=96\) has exponent \(-96^2/(50\times3.848)\approx-48\). The grid self-energy differs from the pole form by at most \(2.1\times10^{-9}\) Ha, and \(G(\tau)\) from the upfolded diagonalization by \(1.4\times10^{-9}\). These are of the size of the thermal factor \(e^{-50\times0.4169}\approx9\times10^{-10}\) that the pole form omits; that this factor is their cause is a conjecture. The traces of \(S_1,S_2,S_3\) are \(0.407935\ {\rm Ha}^2\), \(0.548594\ {\rm Ha}^3\) and \(3.276945\ {\rm Ha}^4\), with largest element errors \(7.7\times10^{-10}\), \(2.6\times10^{-8}\) and \(9.1\times10^{-8}\) as absolute differences from the pole moments in the same units, growing with the derivative order. Both roads give \(\Phi_c=-0.02832712\) Ha.

The tail law (10) is tested with the pole self-energy, taking the largest absolute element difference from the upfolded density.

| order | error, 200 freq. | error, 400 freq. | exponent |
|---|---|---|---|
| 1 | \(2.00\times10^{-2}\) | \(1.00\times10^{-2}\) | 1.00 |
| 2 | \(3.13\times10^{-5}\) | \(3.92\times10^{-6}\) | 3.00 |
| 4 | \(1.34\times10^{-7}\) | \(4.23\times10^{-9}\) | 4.99 |

The first entry can be reproduced by hand. The largest element of \(M_2=A\) is \(1.403293+0.178657=1.58195\) Ha, the cutoff is \(2\pi\times200/50=25.13\) Ha, and \(1.582/(\pi\times25.13)=0.0200\).

### Particle number

One pass gives \(N-2=8.8571\times10^{-5}\) on the grid and \(8.8570\times10^{-5}\) by upfolding, so the excess belongs to the method and not to the numerics. Self-consistent runs at fixed \(\mu\), 0.05 Ha below and above midgap, give \(N-2=-4.0\times10^{-8}\) and \(+2.2\times10^{-8}\), about 2000 and 4000 times smaller in magnitude. A thermal estimate with Hartree–Fock levels, \(2e^{-50(0.4169-0.05)}\approx2\times10^{-8}\), has the same size, and the signs are those of thermal holes and electrons. The relaxed slope averaged over the interval is \((2.2+4.0)\times10^{-8}/0.1=6.2\times10^{-7}\ {\rm Ha}^{-1}\), against a frozen slope of \(0.02576\ {\rm Ha}^{-1}\). Equation (12) needs the slope at the root, and the slope varies exponentially across the interval. With \(x\) the distance from midgap and \(N-2=ae^{\beta x}-be^{-\beta x}\), the two values give \(a=1.8\times10^{-9}\) and \(b=3.3\times10^{-9}\), so the slope at \(N=2\) is \(2\beta\sqrt{ab}\approx2.5\times10^{-7}\ {\rm Ha}^{-1}\). The factor in (12) would be about \(1-1\times10^{-5}\), so at this temperature the condition \(N=2\) hardly constrains \(\mu\). The energy does not care: both runs give \(E_{GM}=-1.154841\) Ha \(=-31.4248\) eV.

### The full loop with the \(\mu\) search

At \(\beta=20\ {\rm Ha}^{-1}\) (15789 K), with 64 time points and 600 frequencies up to 188.3 Ha, thermal carriers pin the chemical potential. The loop gives \(\mu=-0.172390\) Ha \(=-4.6910\) eV, and with \(E_{\rm nuc}=1/1.4\) Ha,
\[
E_{GM}=-2.4782922+0.6606141-0.0509825+0.7142857=-1.1543749\ {\rm Ha}=-31.4121\ {\rm eV}.
\]
With \(\Omega=-1.5244029\) Ha the entropy is \(S/k_B=\beta(E_{GM}-E_{\rm nuc}-\mu N-\Omega)=20\times(-1.86866+0.34478+1.52440)=0.0104\). The natural occupations are 1.9823, 0.0124, 0.0046 and 0.0007. The ratio of \(\frac12{\rm Tr}\Sigma_cG\) to \(\Phi_c=-0.0279126\) Ha is 1.83. For an eigenvalue \(-p\) of \(P\) the two summands are \(-p^2/(1+p)\) and \(\ln(1+p)-p\approx-p^2/2+p^3/3\), whose ratio is \(2-2p/3+\dots\), so a value below 2 measures screening beyond second order.

The frozen slope is \(0.0475643\ {\rm Ha}^{-1}\) from the frequency sum, the \(\tau\) integral and a difference quotient alike, which tests (11). The relaxed slope is \(0.02280\ {\rm Ha}^{-1}\), and (12) gives \(1-0.02280/0.04756=0.521\). The last residual ratio of the plain iteration at fixed \(N\) is 0.522; the program prints this agreement but does not assert it. If the relaxed slope is read as \(\beta\) times the number of thermal carriers, there are \(0.0228/40=5.7\times10^{-4}\) electron–hole pairs. Multiplied by the Hartree–Fock gap this estimates a thermal energy of \(4.8\times10^{-4}\) Ha, close to the difference \(4.7\times10^{-4}\) Ha between the warm and cold energies.

The DIIS residuals fall from \(2\times10^{-2}\) to \(6\times10^{-10}\) in 9 iterations, for a tolerance of \(10^{-8}\). Plain iteration needs 15 at fixed \(N\), but only 9 at fixed \(\mu\), the same count as DIIS. For this weakly correlated molecule the GW map at fixed \(\mu\) is already strongly contracting, and what DIIS recovers is the loss caused by the \(\mu\) search. The tests are that plain iteration at fixed \(N\) is slower than both others, and separately that DIIS solves a four-dimensional linear map with a divergent plain iteration in five steps. The slow mode also shows in what a small residual leaves open: the plain fixed-\(N\) run ends \(3.8\times10^{-9}\) Ha from the DIIS energy but \(8.5\times10^{-7}\) Ha from its \(\mu\). A start from \(F=h\) reaches the same solution in 9 iterations, within \(2.7\times10^{-10}\) Ha in energy, and a grid of \(80\times900\) points changes the energy by \(3\times10^{-11}\) Ha. Two starts do not prove uniqueness; the equations are nonlinear, and nothing above excludes other fixed points.

The identities (15) and (16) are tested by central differences of fully converged runs.

| quantity | from \(G\) | from \(\Omega\) |
|---|---|---|
| \(N\) at \(\mu\) | 2.0000000 | 2.0000000 |
| \(N\) at \(\mu+0.15\) Ha | 2.0141096 | 2.0141111 |
| \(\langle r^2\rangle\), bohr² | 5.1941303 | 5.1941308 |
| \(E\), Ha | \(-1.1543749\) | \(-1.1543748\) |

The second row is the demanding one, since \(N\) is not an integer there and is not imposed. Its difference of \(1.5\times10^{-6}\) should be compared with the truncation error \(\delta^2N''/6\) of the central difference with \(\delta=0.001\) Ha. For carriers growing as \(e^{\beta\mu}\), \(N''\approx\beta^2(N-2)=400\times0.0141=5.6\ {\rm Ha}^{-2}\), which gives \(0.9\times10^{-6}\) with the observed sign. This estimate is low, because \(N-2\) grows faster than \(e^{\beta\mu}\) there: the second difference of converged values of \(N(\mu)\) with a step of 0.005 Ha gives \(N''=9.4\ {\rm Ha}^{-2}\) and a truncation error of \(1.6\times10^{-6}\), which accounts for the difference.

Consistency is not accuracy. At \(T=0\) in the same basis \(E_{\rm HF}=-1.126743\) Ha and \(E_{\rm FCI}=-1.151679\) Ha. The cold scGW energy lies \(0.0032\) Ha below the exact value of the basis, which is possible because \(E_{GM}\) is not the expectation value of a wave function and \(\Omega\) is stationary rather than minimal. Measured from Hartree–Fock, the correlation energy is \(-0.0281\) Ha against \(-0.0249\) Ha, too large in magnitude by 13 % of the FCI value. \(\Phi_c\) contains the ring terms without their exchange partners, so each of the two electrons takes part in its own screening; this omission does not by itself measure the overshoot. With one occupied orbital the second-order ring term on Hartree–Fock orbitals is \(-2\sum_{ab}K_{ab}^2/(D_a+D_b)=-0.0348\) Ha and its exchange partner is minus one half of it, \(+0.0174\) Ha, more than five times the overshoot of \(0.0032\) Ha. The overshoot is therefore a remainder of larger terms of both signs, which the calculation does not separate.

## Table of computed values

```
H2 R = 1.4 bohr, 6-31G, orbitals 4, auxiliary functions 10, E_nuc = 0.714286 Ha
HF orbital energies (Ha): [-0.59556   0.238246  0.775132  1.403293]  midgap mu = -0.178657 Ha
T=0 reference: E_HF = -1.126743 Ha, E_FCI = -1.151679 Ha
cold grid: beta = 50.0 /Ha (6316 K), 96 tau, 1200 freq, w_max = 150.7 Ha
RPA excitation energies (Ha): [0.960257 1.574238 2.266257]
max|Sig grid - poles| = 2.1e-09 Ha, max|G(tau) grid - upfolded| = 1.4e-09
tr S1,S2,S3 (Ha^2,Ha^3,Ha^4): 0.407935 0.548594 3.276945
max errors of S1,S2,S3 (same units): 7.7e-10 2.6e-08 9.1e-08
Phi_c[G_HF] = -0.02832712 Ha, Casida RPA E_c = -0.02832712 Ha
G0W0: N-2 grid = 8.8571e-05, upfolded = 8.8570e-05
tail order 1: rho error 2.00e-02 (200 freq), 1.00e-02 (400), exponent 1.00
tail order 2: rho error 3.13e-05 (200 freq), 3.92e-06 (400), exponent 3.00
tail order 4: rho error 1.34e-07 (200 freq), 4.23e-09 (400), exponent 4.99
cold scGW: N-2 = -4.0e-08 (midgap-0.05 Ha), 2.2e-08 (midgap+0.05 Ha)
cold slopes dN/dmu (/Ha): frozen 0.02576, relaxed 6.2e-07
cold scGW E_GM = -1.154841 Ha = -31.4248 eV; other mu: -1.154841 Ha
warm grid: beta = 20.0 /Ha (15789 K), 64 tau, 600 freq, w_max = 188.3 Ha
mu = -0.172390 Ha = -4.6910 eV, N = 2.0000000000
E_GM = -1.1543749 Ha = -31.4121 eV
2tr(h rho) = -2.4782922, E_Hx = 0.6606141, TrSigG/2 = -0.0509825 Ha
Omega (electronic) = -1.5244029 Ha, Phi_c = -0.0279126 Ha
entropy S/k_B = 0.01043
natural occupations (of 2): [1.982251e+00 1.239900e-02 4.603000e-03 7.480000e-04]
DIIS residual norms (a.u.): 2e-02 6e-03 3e-04 5e-05 4e-06 2e-06 3e-07 1e-08 6e-10
iterations to 1e-8: DIIS 9, plain fixed N 15, plain fixed mu 9, DIIS from F=h 9
plain N: dE = 3.8e-09 Ha, dmu = -8.5e-07 Ha
plain mu: dE = -1.2e-10 Ha, dmu = 0.0e+00 Ha
F=h start: dE = 2.7e-10 Ha, dmu = -6.0e-08 Ha
80x900 grid: dE = -3.0e-11 Ha, dmu = 3.1e-10 Ha
frozen slope (/Ha): frequency 0.0475643, tau 0.0475643, difference quotient 0.0475643
relaxed slope = 0.02280 /Ha; rate estimate 0.521, observed plain rate 0.522
at mu: -dOmega/dmu = 2.0000000 (step 0.001 Ha)
at mu+0.15 Ha: N = 2.0141096, -dOmega/dmu = 2.0141111
<r^2> = 5.1941303 bohr^2, dOmega/dlambda = 5.1941308 bohr^2 (step 0.0001 Ha/bohr^2)
d(beta Omega)/dbeta + mu N + E_nuc = -1.1543748 Ha (step 0.1 /Ha)
```
